# Why Inversion Charge Does Not Peak at the Oxide Interface

Hold $2\times10^{-4}$ electrons per square bohr against an insulating barrier at 300 K and calculate their density in two ways. One calculation puts the largest density, $1.29\times10^{-5}$ bohr$^{-3}$, at the interface itself. The other puts zero there and a maximum about 20 bohr inside the semiconductor. Both solve the same Poisson equation with the same charges, and in both the electrons press on the barrier with the same pressure, $2.93\times10^{-8}$ hartree/bohr$^3$. How can electrons push on a wall where their density vanishes, and which picture should be believed?

## The belief and its appeal

The belief is that inversion charge is densest at the oxide interface, because the gate attracts electrons and the interface is as near to the gate as they can get. It can be made quantitative.

Let $z>0$ be the semiconductor and $V(z)$ the electron potential energy, with $V(0)=0$. I use Hartree atomic units. Let $N_s$ be the electron sheet density, and let $N_d$ be the sheet density of depletion charge, which has the same sign and lies far behind the layer. An electron at depth $z$ is pushed toward the interface by all the charge beyond it, so Gauss's law in a medium of permittivity $\varepsilon$ gives

$$V'(z)=K\,[N_d+Q(z)],\qquad Q(z)=\int_z^\infty n\,dz',\qquad K=\frac{4\pi}{\varepsilon}. \tag{1}$$

Hence $V'>0$: the potential energy is lowest at the interface.

Now add a rule for the density. Take $g$ equivalent valleys with mass $m$ normal to the interface and $m_d$ in the plane. Motion in the plane has $g m_d/\pi$ states per unit area and energy, spin included. Integrating the Fermi function over the in-plane energy gives the sheet density of electrons whose normal energy lies $u$ below the chemical potential $\mu$:

$$s(u)=\frac{g m_d kT}{\pi}\ln\!\left(1+e^{u/kT}\right). \tag{2}$$

The local, semiclassical rule lets every normal momentum $q$ occur at every depth:

$$n(z)=\int\frac{dq}{2\pi}\,s\!\left(\mu-V(z)-\frac{q^2}{2m}\right). \tag{3}$$

Since $s$ increases with its argument, $n$ falls wherever $V$ rises, and the maximum is at $z=0$. The argument is valid once (3) is granted. Its weak point is (3), which assigns position and momentum independently right up to a wall. Poisson's equation is not at fault.

## The same electrostatics with wavefunctions

Replace (3) by subbands. If the barrier is high enough to count as a hard wall,

$$-\frac{\psi_i''}{2m}+V\psi_i=E_i\psi_i,\qquad \psi_i(0)=0,\qquad n=\sum_i N_i\psi_i^2, \tag{4}$$

with real, normalized $\psi_i$ and $N_i=s(\mu-E_i)$. Every term of $n$ vanishes at the wall. To find how fast the density recovers, multiply the Schrödinger equation by $\psi_i'$:

$$-\frac{1}{4m}\left(\psi_i'^2\right)'+\frac12(V-E_i)\left(\psi_i^2\right)'=0 .$$

Integrate from 0 to $\infty$. The first term gives $+\psi_i'(0)^2/(4m)$. Integrating the second by parts leaves $-\tfrac12\int V'\psi_i^2dz$, because the boundary term vanishes at the wall, where $\psi_i=0$, and at infinity, where $\psi_i$ decays. Therefore

$$\frac{\psi_i'(0)^2}{2m}=\int_0^\infty V'\psi_i^2\,dz. \tag{5}$$

The slope at the wall measures the mean force pressing the electron against it. Multiply by $N_i$, sum, and use (1) with $n=-Q'$:

$$\sum_i\frac{N_i\psi_i'(0)^2}{2m}=\int_0^\infty nV'dz=-K\int_0^\infty Q'(N_d+Q)\,dz=KN_s\left(N_d+\frac{N_s}{2}\right)\equiv P. \tag{6}$$

Near the wall $\psi_i\approx\psi_i'(0)z$. There is no quadratic term, since $\psi_i''(0)=2m[V(0)-E_i]\psi_i(0)=0$. So

$$n(z)=2mP\,z^2+O(z^4). \tag{7}$$

The sheet charges, the permittivity and the normal mass fix the initial rise, however many subbands are occupied, provided they all share one normal mass. With valleys of different normal masses $m_v$, the coefficient becomes $2\sum_v m_vP_v$, where the partial pressures $P_v$ add up to $P$ but their division depends on the occupations.

The local theory has the same wall pressure. Its normal momentum flux is $p=\int\frac{dq}{2\pi}\frac{q^2}{m}s$. Because $\partial s/\partial q=-(q/m)s'(u)$, an integration by parts over $q$ gives

$$\frac{\partial p}{\partial\mu}=\int\frac{dq}{2\pi}\frac{q^2}{m}s'(u)=-\int\frac{dq}{2\pi}\,q\,\frac{\partial s}{\partial q}=\int\frac{dq}{2\pi}\,s=n .$$

Since $p$ depends on $\mu-V$, it follows that $dp/dz=-nV'$. With $p(\infty)=0$ this yields $p(0)=\int nV'dz=P$, as in (6).

This answers the first question. Electrostatics fixes the force on the wall, not the density there. The local theory supplies the force through a finite contact density, and the wave theory supplies it through the slopes of the wavefunctions.

## A worked layer

Take round model parameters: $\varepsilon=12$, $g=2$, $m=0.9$, $m_d=0.2$, $N_s=2\times10^{-4}$ bohr$^{-2}$ (about $7.1\times10^{12}$ cm$^{-2}$) and $N_d=4\times10^{-5}$ bohr$^{-2}$. The masses are close to those of the two silicon valleys that are heavy in the direction normal to a (100) surface. The other four valleys, which hold an appreciable share of the charge in a real silicon layer at room temperature, are left out, so the numbers illustrate the effect and do not predict a silicon device. At 300 K, $kT=9.50\times10^{-4}$ hartree. Then $K=4\pi/12=1.047$ and

$$P=1.047\times(2\times10^{-4})\times(1.4\times10^{-4})=2.93\times10^{-8}\ \text{hartree/bohr}^3 .$$

I solved (1) with (3), and separately (1) with (4), on finite-difference grids by damped iteration. This is a mean-field model: exchange, correlation and image forces are left out. The densities, in $10^{-6}$ bohr$^{-3}$, are:

| $z$ (bohr) | local | subbands |
|---:|---:|---:|
| 0 | 12.85 | 0 |
| 1 | 11.96 | 0.053 |
| 10 | 6.40 | 3.71 |
| 20 | 3.36 | 6.27 |
| 40 | 1.06 | 2.39 |
| 80 | 0.15 | 0.27 |

At 1 bohr, equation (7) gives $2\times0.9\times2.93\times10^{-8}=5.3\times10^{-8}$ bohr$^{-3}$, which is the tabulated value. The local contact density is also instructive. For a Boltzmann gas $p=nkT$, and it would be $P/kT=3.1\times10^{-5}$ bohr$^{-3}$. The actual value is 2.4 times smaller because this layer is degenerate: each electron at the wall contributes $2.4\,kT$ to the pressure instead of $kT$.

The centroid $\bar z=N_s^{-1}\int zn\,dz$ is 17.6 bohr (0.93 nm) in the local theory and 29.9 bohr (1.58 nm) with subbands, a shift of 12.4 bohr (0.65 nm).

Is the shift perhaps caused by a change in the self-consistent potential? Put the local rule (3) into the potential found with subbands. The density again peaks at the wall, and its centroid is 10.9 bohr, even less than 17.6. The direction follows from (1). Charge that lies deeper leaves more charge beyond a given point near the wall, so the potential there is steeper and squeezes a local density more tightly. The change of potential therefore works against the shift, and the density rule produces it.

The shift has an electrical cost. The layer's own contribution to the potential rise across it is $K\int_0^\infty Q\,dz=KN_s\bar z$, after one integration by parts. At fixed $N_s$ and $N_d$ the extra band bending is thus

$$KN_s\,\Delta\bar z=1.047\times(2\times10^{-4})\times12.4=2.6\times10^{-3}\ \text{hartree}\approx0.07\ \text{eV}.$$

This is the layer's own share of the potential rise. If the layer is in equilibrium with the substrate, the total band bending follows $\mu-V(0)$ instead. At the same $N_s$ and $N_d$ that quantity is 0.0049 hartree in the local theory and 0.0079 hartree with subbands, a difference of about 0.08 eV. At fixed doping the depletion charge would then have to grow slightly to supply the remainder.

## Why the centroid must move inward

A zero at the wall does not by itself prove that the mean depth increases. For a nondegenerate gas in a uniform field, $V=Fz$, there is a proof that needs no wavefunctions.

The thermal density is proportional to $\langle z|e^{-\beta H}|z\rangle$ with $\beta=1/kT$. Split $\beta$ into $M$ slices $\tau=\beta/M$ and separate the kinetic and potential factors in each slice, which becomes exact as $M\to\infty$. The kinetic factor between neighbouring points is a Gaussian, so the density is an integral over closed chains $z_1,\dots,z_M$, with $z_{M+1}=z_1=z$, of weight

$$\prod_{k=1}^M\exp\!\left[-\frac{m(z_{k+1}-z_k)^2}{2\tau}\right]\exp(-\beta F\bar z_c),\qquad \bar z_c=\frac1M\sum_k z_k,\qquad \text{all }z_k>0 .$$

The weight is unchanged by cyclic relabelling, so $\langle z_1\rangle=\langle\bar z_c\rangle$. Let $a$ be the lowest point of the chain and write $z_k=a+h_k$, with $h_k\ge0$. The Gaussians contain only differences of the $h_k$. The wall requires only $a>0$. The field factor splits into $e^{-\beta Fa}e^{-\beta F\bar h}$, where $\bar h$ is the mean of the $h_k$. Lowest point and shape are therefore independent, and $a$ has the exponential distribution with mean $kT/F$:

$$\langle z\rangle=\frac{kT}{F}+\langle\bar h\rangle . \tag{8}$$

The classical gas is the case $M=1$: the chain is a point, $\bar h=0$, and the centroid is $kT/F$. A quantum particle is represented by a loop whose spread, of order $\sqrt{\beta/m}$, survives the limit $M\to\infty$. Its mean lies above its lowest point, so $\langle\bar h\rangle>0$. The wall stops the lowest point of the loop, and the charge is centred higher up.

The size of the shift can be bounded. Differentiating the average over shapes gives $d\langle\bar h\rangle/dF=-\beta\,\mathrm{Var}(\bar h)\le0$, so the shift is largest as $F\to0$. In that limit the density near the wall follows from the method of images. The free kernel between $z$ and its image at $-z$ is subtracted, and with separation $2z$ this gives

$$\frac{n}{n_{\rm cl}}=1-\exp\!\left[-\frac{m(2z)^2}{2\beta}\right]=1-e^{-2mkTz^2}. \tag{9}$$

The charge missing at the wall is that of an empty layer of thickness

$$d=\int_0^\infty e^{-2mkTz^2}dz=\sqrt{\frac{\pi}{8mkT}} . \tag{10}$$

This $d$ is the weak-field value of $\langle\bar h\rangle$. Integrating the chain weight over $a$ and the shapes shows that the total charge is the classical one times $\langle e^{-\beta F\bar h}\rangle_0\approx1-\beta F\langle\bar h\rangle_0$, where the subscript means shapes weighted without the field. Removing a layer $d$ from a classical profile of effective length $1/(\beta F)$ gives the factor $1-\beta Fd$. Hence $\langle\bar h\rangle_0=d$, and $0<\langle z\rangle-kT/F\le d$.

For numbers, use the mean field on the layer above, $F=K(N_d+N_s/2)=1.47\times10^{-4}$ hartree/bohr, with $m=0.9$. The classical centroid is $kT/F=6.5$ bohr. The quantum levels are $E_j=|a_j|F\ell$, where $a_j$ are the zeros of the Airy function and $\ell=(2mF)^{-1/3}=15.6$ bohr. The Boltzmann average over them gives 24.6 bohr. The shift is 18.1 bohr, below $d=21.4$ bohr.

In a field 100 times weaker, the classical centroid is 648 bohr and the shift is 21.4 bohr. The local theory is then good for the centroid, with a relative error of about 3%. It still fails near the wall: by (9), the density is only 63% of the classical value at $z=1/\sqrt{2mkT}\approx24$ bohr, and it reaches 98% at twice that depth.

The inequality $\langle z\rangle>kT/F$ holds for each mass separately, and $kT/F$ does not depend on the mass. The centroid of a nondegenerate mixture of valleys with different masses is a weighted average of the separate centroids, so it too exceeds $kT/F$. I have not proved it for a degenerate layer in its own field; there the evidence is the computed example.

## Confinement or boundary condition?

"Quantum confinement" suggests that discrete levels empty the interface. A counterexample separates the two ideas. Keep the well $V=Fz$ but require $\psi'(0)=0$ instead of $\psi(0)=0$. The levels are still discrete. The ground state is positive and obeys $\psi''=2m(Fz-E)\psi$, so its slope starts at zero, decreases until $z=E/F$, and then rises back to zero at infinity. It is negative throughout, and the density peaks at the interface.

The centroids can be compared through one identity. Multiply the Schrödinger equation by $z\psi'$ and integrate by parts. The factor $z$ removes the boundary terms at the wall, leaving

$$\frac1{4m}\int\psi'^2dz-F\langle z\rangle+\frac E2=0 .$$

The kinetic energy is $T=\int\psi'^2dz/(2m)$ for either condition, because $\psi\psi'=0$ at the wall. So $T=2F\langle z\rangle-E$. With $E=T+F\langle z\rangle$ this becomes $\langle z\rangle=2E/(3F)$. The hard wall has $E=0.00534$ hartree and a centroid of 24.3 bohr; zero slope has $E=0.00233$ hartree and 10.6 bohr. The barrier, through the boundary condition it imposes, empties the interface.

A real barrier is finite. Let it have constant height $V_0$ and mass $m_b$, with $\psi$ and $\psi'/\text{mass}$ continuous. In the barrier $\psi=\psi(0)e^{\kappa z}$ with $\kappa^2=2m_b(V_0-E)$, so on the semiconductor side $\psi'(0)=(m/m_b)\kappa\psi(0)$. Repeating the derivation of (5), now keeping the boundary term $E\psi(0)^2$, gives

$$\frac{\psi'(0)^2}{2m}+E\psi(0)^2=FP_{\rm in}
\quad\Rightarrow\quad
\psi(0)^2=\frac{F\,P_{\rm in}}{(m/m_b)(V_0-E)+E}, \tag{11}$$

where $P_{\rm in}$ is the probability of being in the semiconductor. For $V_0=0.1$ hartree and $m_b=0.5$, matching the Airy function to the decaying exponential gives $E=0.00508$ hartree. The denominator is $1.8\times0.0949+0.0051=0.176$ hartree, and with $P_{\rm in}\approx1$ we get $\psi(0)^2=8.3\times10^{-4}$ bohr$^{-1}$. That is 2.2% of the peak density: small, but not zero.

The hard-wall picture requires $(m/m_b)\kappa\ell\gg1$; here the product is about 9. A low barrier, or a channel mass much smaller than the barrier mass, moves the boundary condition toward zero slope and lets density return to the interface.

## Lighter electrons

Repeating the self-consistent calculation with other normal masses, and everything else fixed, the hard wall included, gives these centroids in bohr:

| $m$ | local | subbands | shift |
|---:|---:|---:|---:|
| 0.9 | 17.6 | 29.9 | 12.4 |
| 0.3 | 20.2 | 39.9 | 19.7 |
| 0.1 | 23.7 | 55.3 | 31.6 |

By (7), a lighter electron has a slower initial rise at the same wall pressure. In a fixed uniform field the ground-state centroid would scale as $\ell\propto m^{-1/3}$, a factor of 2.1 between the first and last rows. The self-consistent factor is 1.8. The changing field profile is not the reason: at fixed occupations $N_i$, multiplying all lengths and energies by $m^{-1/3}$ turns a solution of (1) and (4) for unit mass into one for mass $m$, so the factor would again be 2.1. The occupations make the difference. Lighter electrons have more widely spaced subbands, and the lowest one holds 99% of the charge at $m=0.1$ against 88% at $m=0.9$. Less charge is then left in the higher subbands, which reach deeper. For the lightest mass and a hard wall, the local theory places the charge at less than half its computed mean depth. The hard wall is, however, a poor model for light electrons. Against the barrier of the previous section ($V_0=0.1$ hartree, $m_b=0.5$), $(m/m_b)\kappa\ell$ falls from about 9 at $m=0.9$ to about 4 at $m=0.3$ and about 2 at $m=0.1$. With that barrier the self-consistent shifts are about 11, 14 and 18 bohr, and at $m=0.1$ the density at the interface is about 30% of its peak. The shift still grows as the mass falls, but more slowly than the table suggests. The gate attracts these electrons as strongly as before, but attraction sets only the force on the wall. How deep the layer reaches also depends on the kinetic energy of confinement, which at a given width is larger for a lighter particle.
